# The Chan–Nørskov capacitor correction for charge transfer at constant potential, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one finite cell to constant potential

A proton in the water next to a metal electrode takes up an electron and becomes an adsorbed hydrogen atom. On a real electrode this single event leaves the potential unchanged. In a first-principles calculation with a fixed number of electrons in a small, periodically repeated cell, the same event happens in every copy at once. The charge of the interface then drops, and the work function can change by several tenths of an electronvolt or more. The problem is to obtain the energy at constant potential from the energies, charges and work functions of the small cell.

**Setting and conventions.** The cell has surface area \(A\) and is neutral as a whole. The metal carries \(q\) excess electrons, and ions of total charge \(+qe\) lie in a plane at distance \(d\) from the metal surface. Here \(e>0\) is the elementary charge and \(q\) is a pure number, which may be fractional when a bond is half formed. The space between metal and ions has relative permittivity \(\varepsilon_r\). The \(z\) axis points from the metal into the solution. Periodic images along \(z\) are taken to be electrostatically decoupled.

The work function \(\Phi\) is the energy needed to take an electron from the Fermi level to rest just outside the ion plane. A higher \(\Phi\) means a more positive electrode. Its value at \(q=0\) is \(\Phi_0\). States before and after the step carry the labels 1 and 2, and \(\Delta q=q_2-q_1\).

Throughout this half the charge is averaged over the surface, the ion plane is thin, \(\varepsilon_r\) does not depend on the charge, and the step does not change \(\Phi_0\). The second half removes these assumptions one at a time.

### (a) How does the work function depend on the interfacial charge?

**Solution.** The field inside the metal is zero. Gauss's law applied to the metal surface, which carries charge \(-qe\) on area \(A\), gives the field in the gap:

\[
E_z=-\frac{qe}{\varepsilon_0\varepsilon_r A},\qquad 0<z<d .
\]

The minus sign says that the field points from the positive ions towards the metal. Beyond the ion plane the enclosed charge is \(-qe+qe=0\), so the field vanishes. The electrostatic potential outside, relative to the metal, is therefore

\[
\varphi_{\rm out}-\varphi_{\rm metal}=-\int_0^d E_z\,dz=\frac{qe\,d}{\varepsilon_0\varepsilon_r A}.
\]

An electron has charge \(-e\), so this potential step lowers its energy outside by \(e(\varphi_{\rm out}-\varphi_{\rm metal})\). It is convenient to define

\[
\frac1C=\frac{e^2d}{\varepsilon_0\varepsilon_rA},
\]

which is an energy. The quantity \(C\) is the ordinary capacitance of the cell divided by \(e^2\); the value of \(1/C\) in eV equals the voltage produced by one elementary charge. Then

\[
\Phi(q)=\Phi_0-\frac{q}{C}. \tag{1}
\]

Positive ions outside the metal lower the work function. When a proton is discharged, \(q\) falls and \(\Phi\) rises.

### (b) What energy is stored in the charged interface?

**Solution.** Build up the charge in small portions. When the interface already holds \(q\), moving a further positive charge \(e\,dq\) from the metal to the ion plane costs this charge times the potential step found in (a):

\[
du=e\,dq\;\frac{qe\,d}{\varepsilon_0\varepsilon_rA}=\frac{q}{C}\,dq=\bigl[\Phi_0-\Phi(q)\bigr]dq. \tag{2}
\]

The last equality uses (1). Integration from zero charge gives

\[
u(q)=\int_0^q\frac{q'}{C}\,dq'=\frac{q^2}{2C}. \tag{3}
\]

This is not the whole energy of the cell. Breaking and forming bonds, and taking an electron from a metal whose work function is \(\Phi_0\), also contribute. These contributions are collected in a chemical energy \(\Delta E_{\rm chem}\) of the step, which is assumed not to depend on the size of the cell. Part (c) shows which measurable situation it describes.

### (c) What does one event cost if it happens in one cell out of \(N\)?

**Solution.** Join \(N\) cells, all in state 1. Their total charge is \(Nq_1\) and their area is \(NA\). Since \(C\) is proportional to the area, the joined capacitor has the constant \(NC\). One event changes the total charge to \(Nq_1+\Delta q\). With the charge averaged over the surface, (3) gives

\[
\Delta E_N=\Delta E_{\rm chem}+\frac{(Nq_1+\Delta q)^2-(Nq_1)^2}{2NC}.
\]

The numerator is \(2Nq_1\Delta q+\Delta q^2\), because the terms \(N^2q_1^2\) cancel. Hence

\[
\Delta E_N=\Delta E_{\rm chem}+\frac{q_1\Delta q}{C}+\frac{\Delta q^2}{2NC}. \tag{4}
\]

The work function after the event follows from (1) with the total charge and the total capacitance:

\[
\Phi_0-\frac{Nq_1+\Delta q}{NC}=\Phi_1-\frac{\Delta q}{NC}. \tag{5}
\]

As \(N\to\infty\) the change of work function vanishes. This limit defines the energy at constant potential, \(\Delta E(\Phi_1)\). No external source of electrons has to be added to the calculation, since the unreacted part of the surface plays that role.

The three terms of (4) have separate meanings. The first is the energy of the event in a large cell at \(q_1=0\), that is, at the potential of zero charge. The second is the work done by the field that was present before the event. The third arises because the event changes the field in which it takes place, and it is the finite-size error.

### (d) How can the finite-size error be removed with quantities that the small cell provides?

**Solution.** The small cell is the case \(N=1\), and its energy difference is \(E_2-E_1=\Delta E_1\). Subtracting (4) at \(N=1\) from its limit at \(N\to\infty\) leaves

\[
\Delta E(\Phi_1)-(E_2-E_1)=-\frac{\Delta q^2}{2C}. \tag{6}
\]

The capacitance need not be known. Equation (5) at \(N=1\) reads \(\Phi_2-\Phi_1=-\Delta q/C\). One of the two factors \(\Delta q\) in (6), together with \(-1/C\), can therefore be replaced by the change of work function:

\[
\boxed{\;\Delta E(\Phi_1)=E_2-E_1+\tfrac12\,(q_2-q_1)(\Phi_2-\Phi_1)\;} \tag{7}
\]

This is the Chan–Nørskov correction. In this model it is never positive, because \(\Delta q\) and \(\Phi_2-\Phi_1\) have opposite signs. The sign has a direct reading for proton discharge. During the step in the small cell the work function rises, so the later portions of electronic charge are taken from a metal that holds its electrons more tightly. At constant \(\Phi_1\) all of the charge is supplied at the initial, lower work function, and the step costs less.

The factor one half comes from the same source as the one half in (3): the potential changes linearly while the charge is transferred, so its average departure from \(\Phi_1\) is half the final departure.

### (e) To which potential does the uncorrected energy belong, and what is the energy at any other potential?

**Solution.** Start a large cell at an arbitrary charge \(q\) per cell instead of \(q_1\). Equation (4) with \(N\to\infty\), and \(q/C=\Phi_0-\Phi\) from (1), give

\[
\Delta E(\Phi)=\Delta E_{\rm chem}+\Delta q\,(\Phi_0-\Phi). \tag{8}
\]

For the small cell, (4) with \(N=1\) contains

\[
\frac{q_1\Delta q}{C}+\frac{\Delta q^2}{2C}=\frac{\Delta q}{C}\,\frac{2q_1+q_2-q_1}{2}=\Delta q\,\frac{q_1+q_2}{2C}.
\]

By (1), \((q_1+q_2)/(2C)=\Phi_0-\bar\Phi\) with the mean work function \(\bar\Phi=(\Phi_1+\Phi_2)/2\). Therefore \(E_2-E_1=\Delta E_{\rm chem}+\Delta q(\Phi_0-\bar\Phi)\), and subtraction from (8) yields

\[
\Delta E(\Phi)=E_2-E_1-\Delta q\,(\Phi-\bar\Phi). \tag{9}
\]

The uncorrected energy is thus a constant-potential energy, but at \(\bar\Phi\). Setting \(\Phi=\Phi_1\) recovers (7), since \(\Phi_1-\bar\Phi=-(\Phi_2-\Phi_1)/2\). Setting \(\Phi=\Phi_2\) gives the same correction with the opposite sign.

For an activation barrier, state 2 is the transition state with its own charge and work function. The correction then scales as the square of the charge transferred up to that point, by (6). Each point of a reaction path has its own correction, so the highest point may move. The corrected energy at the old transition state is then a lower bound to the maximum of the corrected path.

### (f) Apply the result to proton discharge on a copper-like electrode.

Hydrogen evolution can accompany copper plating from an acid bath if the electrode is driven to sufficiently negative potentials. Take a hexagonal cell of side 1.02 nm and area 0.901 nm², \(d=0.30\) nm, \(\varepsilon_r=6\) and \(\Phi_0=4.60\) eV. The ion charge is 1 at the start, 0.6 at the transition state and 0 at the end. The chemical energies are chosen as 1.10 eV for the barrier and 0.30 eV for the reaction. All are round model values, not results for copper.

**Solution.** The capacitance per area is 17.71 µF/cm², so one elementary charge on the cell produces

\[
\frac{1.602\times10^{-19}\ {\rm C}}{(17.71\times10^{-6}\ {\rm F/cm^2})(0.901\times10^{-14}\ {\rm cm^2})}=1.004\ {\rm V},
\]

and \(1/C=1.004\) eV. The work functions follow from (1):

- initial state: \(4.600-1.004=3.596\) eV;
- transition state: \(4.600-0.6\times1.004=3.998\) eV;
- final state: 4.600 eV.

The small cell gives for the barrier

\[
1.10+\frac{0.6^2-1^2}{2}\times1.004=0.779\ {\rm eV}.
\]

The correction is \(\tfrac12(-0.4)(3.998-3.596)=-0.080\) eV, so the barrier at constant \(\Phi_1\) is 0.698 eV. With a fixed prefactor and \(k_BT=0.0257\) eV at 298 K, the rate rises by \(\exp(0.0803/0.02569)\approx23\).

For the whole reaction the small cell gives \(0.30-0.502=-0.202\) eV. The correction is \(\tfrac12(-1)(1.004)=-0.502\) eV, and the energy at constant \(\Phi_1\) is \(-0.704\) eV. At constant \(\Phi_2\) it would be \(-0.202+0.502=0.300\) eV. This equals the chemical energy because the final state is uncharged. The potential at which a reaction energy is quoted thus matters here by a full electronvolt.

Equation (4) can be followed as the cell grows at fixed initial charge density. For \(N=1,2,4,9\) the raw reaction energies are \(-0.202\), \(-0.453\), \(-0.579\) and \(-0.648\) eV. Each of them, corrected with its own change of work function, gives \(-0.704\) eV.

The derivation was also tested against a finite-difference solution of Poisson's equation, with energies and work functions taken from the computed potential. The charge changes were \(1\to0\), \(1\to0.6\) and \(0.3\to0.9\). The dielectric was either uniform or layered, with permittivity 3 within 0.1 nm of the metal and 9 beyond. In all six cases (7) agreed with one event in 10 000 cells to within 0.00015 eV. A layered dielectric changes \(C\), but it leaves the relation between charge and potential linear, and (7) needs no more than that from the dielectric.

## Second half: where the correction fails, and by how much

The cell of area \(A\) has ion charge \(q\) (in units of \(e\)) at distance \(d\) from the metal, and \(\Delta q=q_2-q_1\). The work function outside the ions is \(\Phi=\Phi_0-q/C\), with \(1/C=e^2d/(\varepsilon_0\varepsilon_rA)\). The stored energy \(u(q)\) obeys \(du/dq=\Phi_0-\Phi(q)\). Constant potential means one event among \(N\to\infty\) cells, and the first half gave

\[
\Delta E(\Phi_1)=E_2-E_1+\tfrac12\Delta q\,(\Phi_2-\Phi_1). \tag{7}
\]

The example has \(A=0.901\) nm², \(d=0.30\) nm, \(\varepsilon_r=6\) and \(1/C=1.004\) eV. Full discharge, \(q=1\to0\), has a correction of \(-0.502\) eV. Below, "true correction" means the difference between the large-cell limit and the small cell within the model under discussion.

### (g) What replaces the factor one half if the capacitance depends on the charge?

**Solution.** For a thin ion plane the relation \(du/dq=\Phi_0-\Phi(q)\) still holds, because it is the work of moving charge through the potential step present at that moment. One event among \(N\) cells changes the stored energy by

\[
N\Bigl[u\Bigl(q_1+\frac{\Delta q}{N}\Bigr)-u(q_1)\Bigr]\;\longrightarrow\;\Delta q\,\frac{du}{dq}\Big|_{q_1}=\Delta q\,(\Phi_0-\Phi_1).
\]

The small cell changes it by \(\int_{q_1}^{q_2}(\Phi_0-\Phi)\,dq\). In the difference \(\Phi_0\) cancels, and the true correction is

\[
\int_{q_1}^{q_2}\bigl[\Phi(q)-\Phi_1\bigr]dq. \tag{10}
\]

If \(\Phi(q)\) is a straight line, this is the area of a triangle, which is (7). To see the effect of curvature, take \(\Phi=\Phi_0-(q+bq^2)/C\) and write \(q=q_1+x\). Then

\[
\Phi-\Phi_1=-\frac{(1+2bq_1)x+bx^2}{C}.
\]

Integration from \(x=0\) to \(\Delta q\) gives the true correction, and half the product gives the formula:

\[
-\frac1C\Bigl[\frac{(1+2bq_1)\Delta q^2}{2}+\frac{b\Delta q^3}{3}\Bigr],\qquad
-\frac1C\Bigl[\frac{(1+2bq_1)\Delta q^2}{2}+\frac{b\Delta q^3}{2}\Bigr].
\]

The first minus the second is \(b\,\Delta q^3/(6C)\). With \(b=0.2\) the differential capacitance \(C/(1+2bq)\) is smaller at \(q=1\) than at \(q=0\) by a factor 1.4. For full discharge the formula is then wrong by \(0.2\times(-1)\times1.004/6=-0.033\) eV. This is about 6% of the half-product in the same model, which is \(-0.60\) eV.

### (h) What happens if the product itself carries a dipole?

For a linear, laterally averaged capacitor, (7) gives the energy at constant potential from small-cell quantities, and part (g) has shown the error that arises when the capacitance depends on the charge. What remains is the question just posed about a dipole, followed by the thickness of the ion layer, point ions and their lateral spread, and the comparison with a real copper electrode.
